\section*{Semiconductor surface charge as a closed function of surface potential, part 1}

(Sections cited here and not found follow in the second part.)

\section{The surface charge from one integration}

A uniformly doped, nondegenerate semiconductor in thermal equilibrium, with its surface held at the potential $\psi_s$ relative to its neutral interior, carries the charge per unit area
\begin{equation}
Q_s=-\operatorname{sgn}(\psi_s)\sqrt{2\varepsilon kT\,G(u_s)},\qquad u_s=\frac{q\psi_s}{kT},
\label{eq:result}
\end{equation}
where
\begin{equation}
G(u)=p_0\left(e^{-u}+u-1\right)+n_0\left(e^{u}-u-1\right).
\label{eq:G}
\end{equation}
Here $q>0$ is the elementary charge, $k$ is Boltzmann's constant, $T$ is the temperature, $\varepsilon$ is the permittivity of the semiconductor, and $p_0$ and $n_0$ are the hole and electron densities deep inside it. The charge $Q_s$ includes the mobile carriers and the ionized dopants of the semiconductor. It does not include charge in an adjoining insulator or in states at the interface. One formula covers p-type, n-type and intrinsic material and both signs of the surface potential.

The semiconductor fills the half-space $x>0$, and everything depends on $x$ alone. The potential $\psi(x)$ is measured from its value in the deep interior, so that $\psi\to0$ as $x\to\infty$. The interior is also free of field, so that $\psi'\to0$ there, a prime on $\psi$ denoting a derivative with respect to $x$. A positive $\psi$ lowers the energy of an electron by $q\psi$ and therefore bends the bands down. The permittivity, the temperature and the doping are the same at every depth, and all dopants are ionized.

The carrier densities follow from equilibrium. No current flows, and the Fermi level $E_F$ is the same at all depths. The conduction band edge is $E_c(x)=E_c(\infty)-q\psi(x)$. When the Fermi level lies several $kT$ below this edge, the occupation of the band states is small, the Fermi--Dirac function reduces to a Boltzmann factor, and the electron density is proportional to $\exp[-(E_c-E_F)/kT]$. Dividing the density at depth $x$ by the density in the interior removes the prefactor and the Fermi level:
\begin{equation}
\frac{n(x)}{n_0}=\exp\left[-\frac{E_c(x)-E_c(\infty)}{kT}\right]=e^{q\psi(x)/kT}.
\end{equation}
The valence band edge shifts by the same amount, and the energy needed to create a hole rises by $q\psi$. The hole density therefore carries the opposite exponent. With the dimensionless potential $u=q\psi/kT$,
\begin{equation}
n=n_0e^{u},\qquad p=p_0e^{-u}.
\label{eq:carriers}
\end{equation}
The product $np=n_0p_0$ does not depend on depth. It equals $n_i^2$, where $n_i$ is the carrier density of the undoped material.

The interior densities are fixed by neutrality. Let $N_A$ and $N_D$ be the densities of ionized acceptors, each of charge $-q$, and ionized donors, each of charge $+q$. The net charge density is
\begin{equation}
\rho=q\left(p-n+N_D-N_A\right).
\end{equation}
In the interior $\rho=0$, which gives
\begin{equation}
p_0-n_0=N_A-N_D .
\label{eq:neutral}
\end{equation}
With $N=N_A-N_D$ and $n_0=n_i^2/p_0$, this becomes $p_0^2-Np_0-n_i^2=0$. The root that makes the density positive is
\begin{equation}
p_0=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.
\end{equation}
For a p-type material with $N\gg n_i$ it is close to $N$. Using (\ref{eq:neutral}) to replace $N_D-N_A$ by $n_0-p_0$ removes the dopants from the charge density:
\begin{equation}
\rho=q\left[(p-p_0)-(n-n_0)\right]
=q\left[p_0(e^{-u}-1)-n_0(e^{u}-1)\right].
\label{eq:rho}
\end{equation}
The dopants have not been neglected. Their charge is carried by the two constants $-p_0$ and $+n_0$ in the brackets.

The electric field is $E=-\psi'$, and Gauss's law in differential form is $\varepsilon E'=\rho$. Together they give Poisson's equation,
\begin{equation}
\psi''=-\frac{\rho}{\varepsilon}.
\label{eq:poisson}
\end{equation}
This is a nonlinear second-order equation, because $\rho$ contains exponentials of $\psi$. It can be integrated once in closed form because $\rho$ depends on $x$ only through $\psi(x)$. To use this property, one needs a function of $u$ whose derivative is $-\rho/q$. From (\ref{eq:rho}),
\begin{equation}
-\frac{\rho}{q}=p_0(1-e^{-u})+n_0(e^{u}-1).
\end{equation}
Integrating the right-hand side from zero to $u$ gives
\begin{align}
\int_0^u p_0(1-e^{-v})\,dv&=p_0\left(u+e^{-u}-1\right),\\
\int_0^u n_0(e^{v}-1)\,dv&=n_0\left(e^{u}-1-u\right).
\end{align}
The sum is the function $G(u)$ of (\ref{eq:G}). It satisfies
\begin{equation}
G(0)=0,\qquad \frac{dG}{du}=-\frac{\rho}{q}.
\label{eq:dG}
\end{equation}
Poisson's equation is therefore $\psi''=(q/\varepsilon)\,dG/du$. Multiplying both sides by $\psi'$ gives
\begin{equation}
\psi'\psi''=\frac q\varepsilon\frac{dG}{du}\,\psi'.
\end{equation}
The left side is the derivative of $\psi'^2/2$. On the right, $\psi'=(kT/q)u'$, and the chain rule gives $(dG/du)u'=dG/dx$. Hence
\begin{equation}
\frac{d}{dx}\left(\frac{\psi'^2}{2}\right)=\frac{kT}{\varepsilon}\frac{dG}{dx}.
\end{equation}
Both sides are total derivatives. Their integral from depth $x$ to the interior has no contribution from the far end, since $\psi'$ and $G(u)$ both vanish there. What remains is
\begin{equation}
\psi'^2=\frac{2kT}{\varepsilon}\,G(u).
\label{eq:first}
\end{equation}
This first integral holds at every depth, and in particular at the surface.

The relation (\ref{eq:first}) is a balance of forces. Equation (\ref{eq:neutral}) allows $G$ to be rearranged as
\begin{equation}
G=(p-p_0)+(n-n_0)+(N_A-N_D)\,u,
\label{eq:pressure}
\end{equation}
and multiplication of (\ref{eq:first}) by $\varepsilon/2$ then gives
\begin{equation}
\tfrac12\varepsilon E^2=kT(p-p_0)+kT(n-n_0)+q(N_A-N_D)\psi .
\end{equation}
The first two terms on the right are the excess pressures of two ideal gases, one of holes and one of electrons. The last term accounts for the force on the dopant ions, which the lattice holds in place. The same statement follows from forces alone. The field exerts the force $\rho E$ per unit volume, and $\rho E=\varepsilon E'E=(\varepsilon E^2/2)'$. For holes, (\ref{eq:carriers}) gives $kT\,p'=-qp\psi'=qpE$, so that the pressure gradient balances the electric force. For electrons, $kT\,n'=qn\psi'=-qnE$, which is the corresponding balance. The dopants contribute $q(N_D-N_A)E=q(N_A-N_D)\psi'$. Adding the three contributions and integrating from the interior reproduces the balance above.

The square root of (\ref{eq:first}) requires a sign. The function $e^y-1-y$ has the derivative $e^y-1$, which is negative for $y<0$ and positive for $y>0$. Its smallest value is therefore the value at $y=0$, which is zero. Each bracket in (\ref{eq:G}) has this form, the first with $y=-u$ and the second with $y=u$. It follows that $G>0$ for $u\ne0$, and by (\ref{eq:first}) the field cannot vanish where the potential differs from zero.

Nor can a nontrivial profile reach $\psi=0$ at a finite depth. At such a depth $G$ would vanish, and with it $\psi'$. The solution of (\ref{eq:poisson}) with $\psi=\psi'=0$ at one point is $\psi=0$ everywhere, because the right-hand side is a smooth function of $\psi$ and the solution with given starting values is unique. A profile with $\psi_s\neq0$ thus keeps the sign of $\psi_s$, and its slope keeps one sign as well. Since the potential must decay to zero, it falls with depth when $\psi_s>0$ and rises when $\psi_s<0$:
\begin{equation}
\psi'(x)=-\operatorname{sgn}(\psi_s)\sqrt{\frac{2kT}{\varepsilon}G(u(x))}.
\label{eq:slope}
\end{equation}

The surface charge now follows without a second integration. The charge per unit area is the integral of $\rho$ over all depths, and Gauss's law turns it into a difference of fields:
\begin{equation}
Q_s=\int_0^\infty\rho\,dx=\varepsilon\left[E(\infty)-E(0)\right]=-\varepsilon E_s=\varepsilon\psi'(0),
\label{eq:gauss}
\end{equation}
where $E_s=E(0)$ is the field just inside the semiconductor, counted positive when it points inward. Inserting (\ref{eq:slope}) at $x=0$ and using $\varepsilon\sqrt{2kT/\varepsilon}=\sqrt{2\varepsilon kT}$ gives (\ref{eq:result}). A positive surface potential attracts electrons and repels holes, and the charge is negative. A negative surface potential does the opposite.

The potential profile itself does require another integral. For $\psi_s>0$, separating the variables in (\ref{eq:slope}) gives
\begin{equation}
x=\int_{\psi(x)}^{\psi_s}\frac{d\phi}{\sqrt{(2kT/\varepsilon)\,G(q\phi/kT)}} .
\label{eq:profile}
\end{equation}
The charge needs the integrand at one end only, whereas the profile needs it over the whole range. Near $\phi=0$ the denominator is proportional to $\phi$, as the next expansion shows. The integral then diverges logarithmically as $\psi(x)\to0$, in agreement with a potential that reaches zero only at infinite depth.

For small potentials, $e^{\pm u}=1\pm u+u^2/2\pm u^3/6+\dots$. The constant and linear terms cancel in each bracket of (\ref{eq:G}), and
\begin{equation}
G=\frac{p_0+n_0}{2}u^2-\frac{p_0-n_0}{6}u^3+\dots
\label{eq:smallG}
\end{equation}
The leading term in (\ref{eq:first}) gives $\psi'^2=\psi^2/L_D^2$ with the Debye length
\begin{equation}
L_D=\sqrt{\frac{\varepsilon kT}{q^2(p_0+n_0)}} .
\label{eq:debye}
\end{equation}
A small disturbance therefore decays as $e^{-x/L_D}$. Both kinds of carrier take part in the screening, which is why the sum $p_0+n_0$ appears. Taking the square root of (\ref{eq:smallG}), with $\sqrt{1+y}\approx1+y/2$, gives the charge near flat bands:
\begin{equation}
Q_s\approx-\frac{\varepsilon\psi_s}{L_D}\left[1-\frac{p_0-n_0}{p_0+n_0}\,\frac{u_s}{6}\right].
\label{eq:smallQ}
\end{equation}
The correction has a definite sign. In p-type material a positive potential removes holes, which weakens the screening, and the charge grows more slowly than the linear law. A negative potential adds holes and strengthens it.

In intrinsic material $p_0=n_0=n_i$, and the linear terms in (\ref{eq:G}) cancel for any $u$:
\begin{equation}
G=n_i(e^{u}+e^{-u}-2)=4n_i\sinh^2(u/2).
\end{equation}
The square root can then be taken explicitly, and the sign of the hyperbolic sine supplies the sign function:
\begin{equation}
Q_s=-2\sqrt{2\varepsilon kTn_i}\,\sinh\left(\frac{q\psi_s}{2kT}\right).
\end{equation}
For n-type material no new calculation is needed. Exchanging $p_0$ with $n_0$ and reversing the sign of $u$ leaves $G$ unchanged, while the prefactor in (\ref{eq:result}) changes sign. The charge curve of an n-type material is that of the p-type material with $p_0$ and $n_0$ exchanged, with both axes reversed.

The derivation also shows which assumptions it needs. If the doping varies with depth, $\rho$ depends on $x$ directly as well as through $\psi$, and $\rho\psi'$ is no longer the derivative of a function of $\psi$ that is known before the profile is solved. If the dopants are only partly ionized, but their occupation is fixed by the local potential, the multiplication by $\psi'$ still works, though $G$ acquires another form. If the semiconductor is a thin film in which the field vanishes at a plane where $u=u_m\neq0$, the integration starts at that plane and $G(u)$ in (\ref{eq:first}) is replaced by $G(u)-G(u_m)$. The surface charge then depends on $u_m$ too, and a further condition, the film thickness, is needed to determine it.

One integration of Poisson's equation has given the surface charge in closed form for either doping type and either sign of the surface potential. What remains is to derive the capacitance, work through a numerical example, and examine the limits of the formula, including where Boltzmann statistics and the classical model begin to fail.
